# Band offsets of a strained (001) layer with heavy-hole and light-hole splitting: test program

```python
"""Band offsets of a coherently strained cubic layer on a (001) substrate.

Result under test (offset = layer minus unstrained substrate):
  dE_v = A + a_v*Tr(e) + max(E_hh, E_lh) - D_S/3
  dE_c = A + D_L/3 + Eg_L + a_c*Tr(e) - D_S/3 - Eg_S
  E_hh = D/3 - s/2
  E_lh, E_so = -D/6 + s/4 +/- sqrt(D^2 + D*s + 9*s^2/4)/2
  s = 2*b*(e_perp - e_par),  e_perp = -2*(C12/C11)*e_par
A: layer-substrate difference of valence averages before strain.
D (D_L, D_S): spin-orbit splitting; Eg: relaxed Gamma gap.
a_v, a_c: hydrostatic potentials (positive: level rises with volume).
b: tetragonal shear potential.  Energies in eV, lengths in angstrom.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import minimize_scalar

HARTREE = physical_constants["Hartree energy in eV"][0]

# Angular momentum in the real orbitals X, Y, Z, and Pauli matrices.
L = np.zeros((3, 3, 3), complex)
for i, j, k in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
    L[i, j, k] = -1j
    L[i, k, j] = 1j
PAULI = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]],
                  [[1, 0], [0, -1]]], complex)
L_SIGMA = sum(np.kron(L[k], PAULI[k]) for k in range(3))
L_SQUARED = sum(L[k] @ L[k] for k in range(3))
JZ = np.kron(L[2], np.eye(2)) + np.kron(np.eye(3), PAULI[2] / 2)
Z_PROJECTOR = np.kron(np.diag([0, 0, 1]), np.eye(2))


def valence_states(strain, b, so):
    """Diagonalize shear strain plus spin-orbit coupling, six states."""
    shear = sum(-3 * b * strain[k] * (L[k] @ L[k] - L_SQUARED / 3)
                for k in range(3))
    return np.linalg.eigh(np.kron(shear, np.eye(2)) + so / 3 * L_SIGMA)


def closed_levels(s, so):
    """Closed formulas for heavy-hole, light-hole and split-off levels."""
    root = np.sqrt(so**2 + so * s + 2.25 * s**2)
    centre = -so / 6 + s / 4
    return so / 3 - s / 2, centre + root / 2, centre - root / 2


def light_hole_z_weight(s, so):
    root = np.sqrt(so**2 + so * s + 2.25 * s**2)
    return 0.5 * (1 + (1.5 * s + so / 3) / root)


def doublet_mean(vectors, operator):
    return np.trace(vectors.conj().T @ operator @ vectors).real / 2


# Six-state diagonalization against the closed formulas.
for so in (0.05, 0.35, 0.9):
    for shear_strain in (-0.3, -0.03, -0.004, 0.004, 0.03, 0.3):
        b_test = -1.8
        strain = np.array([0.01, 0.01, 0.01 + shear_strain])
        s = 2 * b_test * shear_strain
        energies, vectors = valence_states(strain, b_test, so)
        formula = np.sort(np.repeat(closed_levels(s, so), 2))
        assert np.allclose(energies, formula, atol=1e-12)
        top = vectors[:, 4:]
        jz2 = doublet_mean(top, JZ @ JZ)
        assert abs(jz2 - (2.25 if s < 0 else 0.25)) < 1e-9
        if s > 0:
            weight = doublet_mean(top, Z_PROJECTOR)
            assert abs(weight - light_hole_z_weight(s, so)) < 1e-9

# The quadratic light-hole expansion must leave a cubic remainder.
remainders = []
for s in (0.02, 0.01):
    energies, _ = valence_states(np.array([0, 0, -s / 2]), -1.0, 1.0)
    remainders.append(energies[-1] - (1 / 3 + s / 2 + s**2 / 2))
assert 7 < remainders[0] / remainders[1] < 9


# Microscopic crystal: two sites, s and p orbitals, spin, at Gamma.
def crystal_levels(strain, so):
    bonds = np.array([[1, 1, 1], [1, -1, -1],
                      [-1, 1, -1], [-1, -1, 1]]) / np.sqrt(3)
    hopping = np.zeros((4, 4))
    for bond in bonds * (1 + np.asarray(strain)):
        length = np.linalg.norm(bond)
        n = bond / length
        block = np.zeros((4, 4))
        block[0, 0] = -2.0
        block[0, 1:] = 1.8 * n
        block[1:, 0] = -1.8 * n
        block[1:, 1:] = 3.8 * np.outer(n, n) - 0.8 * np.eye(3)
        hopping += block / length**2
    site_a = np.diag([-8.0, 0.0, 0.0, 0.0])
    site_b = np.diag([-4.0, 3.0, 3.0, 3.0])
    orbital = np.block([[site_a, hopping], [hopping.T, site_b]])
    spin_orbit = np.zeros((8, 8), complex)
    spin_orbit[2:, 2:] = so / 3 * L_SIGMA
    energies = np.linalg.eigvalsh(np.kron(orbital, np.eye(2))
                                  + np.kron(np.eye(2), spin_orbit))
    return energies[2:8], energies[8]


def z_minus_x(strain):
    """Orbital splitting without spin-orbit; Z is the single level."""
    v, _ = crystal_levels(strain, 0.0)
    z_is_lowest = v[2] - v[1] > v[4] - v[3]
    return v[0] - v[5] if z_is_lowest else v[5] - v[0]


h = 1e-4
v_plus, c_plus = crystal_levels(np.full(3, h), 0.0)
v_minus, c_minus = crystal_levels(np.full(3, -h), 0.0)
tb_av = (v_plus.mean() - v_minus.mean()) / (6 * h)
tb_ac = (c_plus - c_minus) / (6 * h)
traceless = h * np.array([-0.5, -0.5, 1.0])
tb_b = (z_minus_x(traceless) - z_minus_x(-traceless)) / (9 * h)
tb_c_shear = (crystal_levels(traceless, 0.0)[1]
              - crystal_levels(-traceless, 0.0)[1]) / (2 * h)
assert abs(tb_c_shear) < 1e-5

v_zero, c_zero = crystal_levels(np.zeros(3), 0.0)
tb_errors = []
for scale in (1.0, 0.25):
    # Spin-orbit scales with strain, so their ratio stays fixed.
    strain = scale * np.array([-0.008, -0.008, 0.0072])
    so = 0.04 * scale
    s = 2 * tb_b * (strain[2] - strain[0])
    v_model = (v_zero.mean() + tb_av * strain.sum()
               + np.sort(np.repeat(closed_levels(s, so), 2)))
    c_model = c_zero + tb_ac * strain.sum()
    v_full, c_full = crystal_levels(strain, so)
    tb_errors.append(max(np.max(abs(v_full - v_model)),
                         abs(c_full - c_model)))
    if scale == 1.0:
        tb_s = s
        assert tb_errors[0] < 0.1 * abs(s)
error_ratio = tb_errors[0] / tb_errors[1]
assert 12 < error_ratio < 20

# Worked example with round model parameters.
a_sub, c11, c12 = 5.70, 0.60, 0.27
a_v, a_c, b = 1.0, -7.0, -1.8
so_layer, so_sub = 0.35, 0.30
gap_layer, gap_sub = 0.80, 1.40
average_offset = 0.20
sub_v = so_sub / 3
sub_c = sub_v + gap_sub
relaxed_v = average_offset + so_layer / 3
relaxed_c = relaxed_v + gap_layer

print(f"substrate lattice constant {a_sub:.2f} angstrom")
print(f"C11, C12 = {c11:.2f}, {c12:.2f} eV/angstrom^3")
print(f"a_v, a_c, b = {a_v:.1f}, {a_c:.1f}, {b:.1f} eV")
print(f"spin-orbit layer, substrate {so_layer:.2f}, {so_sub:.2f} eV")
print(f"relaxed gap layer, substrate {gap_layer:.2f}, {gap_sub:.2f} eV")
print(f"valence-average offset A {average_offset:.2f} eV")
print(f"substrate edges v, c {sub_v:.4f}, {sub_c:.4f} eV")
print(f"offsets without strain v, c {relaxed_v - sub_v:.4f}, "
      f"{relaxed_c - sub_c:.4f} eV")

for name, a_layer in (("compressed", 5.80), ("stretched", 5.60)):
    e_par = a_sub / a_layer - 1
    e_perp = -2 * c12 / c11 * e_par

    def elastic_energy(ez):
        e = np.array([e_par, e_par, ez])
        pairs = e[0] * e[1] + e[1] * e[2] + e[2] * e[0]
        return 0.5 * c11 * np.sum(e**2) + c12 * pairs

    e_perp_numeric = minimize_scalar(elastic_energy).x
    assert abs(e_perp_numeric - e_perp) < 1e-7

    trace = 2 * e_par + e_perp
    s = 2 * b * (e_perp - e_par)
    hh, lh, split_off = closed_levels(s, so_layer)
    layer_v = average_offset + a_v * trace + max(hh, lh)
    layer_c = relaxed_c + a_c * trace
    offset_v, offset_c = layer_v - sub_v, layer_c - sub_c

    strain = np.array([e_par, e_par, e_perp_numeric])
    top_layer = valence_states(strain, b, so_layer)[0][-1]
    top_sub = valence_states(np.zeros(3), b, so_sub)[0][-1]
    direct_v = average_offset + a_v * strain.sum() + top_layer - top_sub
    assert abs(direct_v - offset_v) < 1e-6

    lh_linear = so_layer / 3 + s / 2
    lh_quadratic = lh_linear + s**2 / (2 * so_layer)
    print(f"[{name}] relaxed layer constant {a_layer:.2f} angstrom")
    print(f" e_par, e_perp {e_par:.5f}, {e_perp:.5f}")
    print(f" layer constant along z {a_layer * (1 + e_perp):.4f} angstrom")
    print(f" Tr e {trace:.5f}; e_perp - e_par {e_perp - e_par:.5f}")
    print(f" hydrostatic shift v, c {a_v * trace:.4f}, "
          f"{a_c * trace:.4f} eV")
    print(f" shear energy s {s:.4f} eV")
    print(f" E_hh, E_lh, E_so {hh:.4f}, {lh:.4f}, {split_off:.4f} eV")
    print(f" E_hh - E_lh {hh - lh:.4f} eV")
    print(f" E_lh to first, second order {lh_linear:.4f}, "
          f"{lh_quadratic:.4f} eV")
    print(f" Z weight of light hole {light_hole_z_weight(s, so_layer):.4f}")
    print(f" top valence state {'heavy' if hh > lh else 'light'} hole")
    print(f" layer edges v, c {layer_v:.4f}, {layer_c:.4f} eV")
    print(f" strained gap {layer_c - layer_v:.4f} eV")
    print(f" valence offset {offset_v:.4f} eV = "
          f"{offset_v / HARTREE:.6f} hartree")
    print(f" conduction offset {offset_c:.4f} eV = "
          f"{offset_c / HARTREE:.6f} hartree")

print("[tight-binding test crystal]")
print(f" a_v, a_c, b {tb_av:.3f}, {tb_ac:.3f}, {tb_b:.3f} eV")
print(f" linear shear shift of s level {abs(tb_c_shear):.1e} eV")
print(f" shear energy s at full strain {tb_s:.4f} eV")
print(f" largest error, full strain {tb_errors[0]:.6f} eV")
print(f" largest error, quarter strain {tb_errors[1]:.6f} eV")
print(f" error ratio {error_ratio:.2f} (quadratic law: {4**2})")
print("verified")
```

Running it gives:

```
substrate lattice constant 5.70 angstrom
C11, C12 = 0.60, 0.27 eV/angstrom^3
a_v, a_c, b = 1.0, -7.0, -1.8 eV
spin-orbit layer, substrate 0.35, 0.30 eV
relaxed gap layer, substrate 0.80, 1.40 eV
valence-average offset A 0.20 eV
substrate edges v, c 0.1000, 1.5000 eV
offsets without strain v, c 0.2167, -0.3833 eV
[compressed] relaxed layer constant 5.80 angstrom
 e_par, e_perp -0.01724, 0.01552
 layer constant along z 5.8900 angstrom
 Tr e -0.01897; e_perp - e_par 0.03276
 hydrostatic shift v, c -0.0190, 0.1328 eV
 shear energy s -0.1179 eV
 E_hh, E_lh, E_so 0.1756, 0.0799, -0.2555 eV
 E_hh - E_lh 0.0957 eV
 E_lh to first, second order 0.0577, 0.0776 eV
 Z weight of light hole 0.4102
 top valence state heavy hole
 layer edges v, c 0.3567, 1.2494 eV
 strained gap 0.8928 eV
 valence offset 0.2567 eV = 0.009432 hartree
 conduction offset -0.2506 eV = -0.009208 hartree
[stretched] relaxed layer constant 5.60 angstrom
 e_par, e_perp 0.01786, -0.01607
 layer constant along z 5.5100 angstrom
 Tr e 0.01964; e_perp - e_par -0.03393
 hydrostatic shift v, c 0.0196, -0.1375 eV
 shear energy s 0.1221 eV
 E_hh, E_lh, E_so 0.0556, 0.1951, -0.2507 eV
 E_hh - E_lh -0.1396 eV
 E_lh to first, second order 0.1777, 0.1991 eV
 Z weight of light hole 0.8363
 top valence state light hole
 layer edges v, c 0.4148, 0.9792 eV
 strained gap 0.5644 eV
 valence offset 0.3148 eV = 0.011568 hartree
 conduction offset -0.5208 eV = -0.019140 hartree
[tight-binding test crystal]
 a_v, a_c, b 0.970, -5.174, -2.633 eV
 linear shear shift of s level 0.0e+00 eV
 shear energy s at full strain -0.0800 eV
 largest error, full strain 0.001843 eV
 largest error, quarter strain 0.000116 eV
 error ratio 15.87 (quadratic law: 16)
verified
```
